# Effective trap density from a thin-film transistor's subthreshold swing: a program that tests the result

```python
# Result under test: a thin-film transistor with subthreshold swing S has
#   N_eff = (C_ox/q) * (q S/(k T ln 10) - 1)
# effective traps per area and per eV. C_ox: gate capacitance per area,
# q: elementary charge, k: Boltzmann constant, T: temperature.
# u: surface potential minus local quasi-Fermi potential (V), zero at flat band.
# Swings are simulated from Fermi occupation, charge balance and the channel
# current integral; the formula is then applied to those simulated swings.
import numpy as np
from scipy.constants import e as q, k, epsilon_0
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, logsumexp

T = 300.0                 # K
swing_given = 0.12        # V per decade
oxide_thickness = 100e-9  # m
oxide_permittivity = 3.9  # relative
C_ox = epsilon_0 * oxide_permittivity / oxide_thickness
V_th = k * T / q
thermal_swing = V_th * np.log(10)


def infer_density(swing, temperature=T):
    """Effective traps per m^2 per eV from a swing in V per decade."""
    return C_ox / q * (q * swing / (k * temperature * np.log(10)) - 1)


N_eff = infer_density(swing_given)
m_factor = swing_given / thermal_swing
assert abs(N_eff * 1e-4 - 2.2e11) < 0.05e11

# Model semiconductor: energies in eV from the flat-band Fermi level
band_edge = 0.7
band_density = 1e16       # per m^2
energy = np.linspace(-1.0, band_edge, 1701)
occupation_flatband = expit(-energy / V_th)
nodes, weights = np.polynomial.legendre.leggauss(40)


def free_density(u):
    return band_density * np.exp((u - band_edge) / V_th)


def added_traps(u, dos):
    change = expit((u - energy) / V_th) - occupation_flatband
    return trapezoid(dos * change, energy)


def gate_drive(u, dos):
    """Gate voltage minus quasi-Fermi potential, from charge balance."""
    return u + q * (added_traps(u, dos) + free_density(u)) / C_ox


def current(V_gate, V_drain, dos):
    """Channel integral of free density; constant prefactor omitted."""
    total = 0.0
    for x, w in zip(nodes, weights):
        V = 0.5 * V_drain * (x + 1)
        u = brentq(lambda s: gate_drive(s, dos) - V_gate + V,
                   -0.9, 0.75, xtol=1e-13)
        total += 0.5 * V_drain * w * free_density(u)
    return total


def simulated_swing(V_gate, V_drain, dos, step=1e-3):
    upper = np.log10(current(V_gate + step, V_drain, dos))
    lower = np.log10(current(V_gate - step, V_drain, dos))
    return 2 * step / (upper - lower)


flat = np.full_like(energy, N_eff)
u_test = 0.3
V_gate_test = gate_drive(u_test, flat)

# Trapped charge of a flat density is linear in u
trap_ratio = added_traps(u_test, flat) / (N_eff * u_test)
assert abs(trap_ratio - 1) < 1e-3

# The inferred density must give back the stated swing
swing_back = simulated_swing(V_gate_test, 1.0, flat)
assert abs(swing_back / swing_given - 1) < 1e-3

# Trap-free device: thermal swing
swing_free = simulated_swing(0.3, 1.0, 0 * energy)
assert abs(swing_free / thermal_swing - 1) < 1e-3

# Other densities must be recovered from their simulated swings
recovered = []
for true_density in (5e14, 1e15, 5e15):
    dos = np.full_like(energy, true_density)
    S = simulated_swing(gate_drive(u_test, dos), 1.0, dos)
    recovered.append((true_density, S, infer_density(S)))
    assert abs(recovered[-1][2] / true_density - 1) < 5e-3

# Drain factor contains m; the version without m must fail
V_drain_small = 0.05
drain_ratio = (current(V_gate_test, V_drain_small, flat)
               / current(V_gate_test, 1.0, flat))
drain_formula = 1 - np.exp(-V_drain_small / (m_factor * V_th))
drain_without_m = 1 - np.exp(-V_drain_small / V_th)
assert abs(drain_ratio / drain_formula - 1) < 2e-3
assert abs(drain_ratio / drain_without_m - 1) > 0.1

# Free carriers at one tenth of the limiting density add 0.1 C_ox/q
free_limit = C_ox * V_th / q
u_high = band_edge + V_th * np.log(0.1 * free_limit / band_density)
S_high = simulated_swing(gate_drive(u_high, flat), 1e-3, flat)
N_high = infer_density(S_high)
assert abs((N_high - N_eff) / (0.1 * C_ox / q) - 1) < 0.03

# Exponential trap density: the swing returns the thermal average
E0 = 0.1                  # eV
exponential = N_eff * np.exp((energy - u_test) / E0)
S_exp = simulated_swing(gate_drive(u_test, exponential), 1e-3, exponential)
average_ratio = infer_density(S_exp) / N_eff
angle = np.pi * V_th / E0
average_formula = angle / np.sin(angle)
assert abs(average_ratio / average_formula - 1) < 0.01

# Bulk traps only: finite-volume Poisson equation across the film,
# no field at the back surface, free charge negligible
film_permittivity = 10.0
thin, thick = 20e-9, 200e-9
bulk_density = N_eff / thin          # per m^3 per eV
screening_length = np.sqrt(epsilon_0 * film_permittivity
                           / (q * bulk_density))


def bulk_inferred(thickness, points=2001):
    h = thickness / (points - 1)
    link = epsilon_0 * film_permittivity / h
    cell = np.full(points, h)
    cell[[0, -1]] = h / 2
    diagonal = 2 * link + q * bulk_density * cell
    diagonal[[0, -1]] -= link
    diagonal[0] += C_ox
    bands = np.zeros((3, points))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    source = np.zeros(points)
    source[0] = C_ox
    profile = solve_banded((1, 1), bands, source)  # u per volt of gate
    V_gate = u_test / profile[0]
    step = 1e-3
    log_sheet = [logsumexp(v * profile / V_th, b=cell)
                 for v in (V_gate - step, V_gate + step)]
    S = 2 * step * np.log(10) / (log_sheet[1] - log_sheet[0])
    return S, infer_density(S)


S_thin, N_thin = bulk_inferred(thin)
S_thick, N_thick = bulk_inferred(thick)
thin_ratio = N_thin / (bulk_density * thin)
thick_ratio = N_thick / (bulk_density * thick)
assert abs(thin_ratio - 1) < 0.05    # film is thin but not infinitely thin
assert thick_ratio < 0.6

# Sensitivity of the answer
N_low_S = infer_density(swing_given - 0.01)
N_high_S = infer_density(swing_given + 0.01)
N_293 = infer_density(swing_given, 293.0)

print(f"temperature: {T:.0f} K")
print(f"given swing: {swing_given:.2f} V/decade")
print(f"oxide thickness: {oxide_thickness:.1e} m")
print(f"oxide relative permittivity: {oxide_permittivity}")
print(f"elementary charge: {q:.6e} C")
print(f"Boltzmann constant: {k:.6e} J/K")
print(f"vacuum permittivity: {epsilon_0:.6e} F/m")
print(f"gate capacitance C_ox: {C_ox:.4e} F/m^2")
print(f"thermal voltage kT/q: {V_th:.6f} V")
print(f"trap-free swing: {thermal_swing:.5f} V/decade")
print(f"factor m: {m_factor:.4f}")
print(f"C_ox/q: {C_ox / q:.4e} per m^2 per V")
print(f"trap capacitance q N_eff: {q * N_eff:.4e} F/m^2")
print(f"N_eff: {N_eff:.4e} per m^2 per eV")
print(f"N_eff converted: {N_eff * 1e-4:.3e} per cm^2 per eV")
print(f"N_eff if swing 0.01 lower: {N_low_S:.3e} per m^2 per eV")
print(f"N_eff if swing 0.01 higher: {N_high_S:.3e} per m^2 per eV")
print(f"N_eff if T is 293 K: {N_293:.3e} per m^2 per eV")
print(f"model band edge: {band_edge} eV; test u: {u_test} V")
print(f"model band density: {band_density:.1e} per m^2")
print(f"gate voltage at test u: {V_gate_test:.4f} V")
print(f"trapped charge, integral/linear law: {trap_ratio:.6f}")
print(f"simulated swing with N_eff: {swing_back:.5f} V/decade")
print(f"simulated swing without traps: {swing_free:.5f} V/decade")
for true_density, S, found in recovered:
    print(f"true {true_density:.1e}, inferred {found:.4e} per m^2 per eV,"
          f" swing {S:.5f} V/decade")
print(f"small drain voltage: {V_drain_small} V (reference 1 V)")
print(f"current ratio, simulated: {drain_ratio:.4f}")
print(f"current ratio, formula with m: {drain_formula:.4f}")
print(f"current ratio, formula without m: {drain_without_m:.4f}")
print(f"limiting free density: {free_limit:.3e} per m^2")
print(f"free density at test u: {free_density(u_test):.3e} per m^2")
print(f"inferred at 0.1 of limit: {N_high:.3e} per m^2 per eV")
print(f"exponential traps, E0: {E0} eV")
print(f"inferred/local density, simulated: {average_ratio:.4f}")
print(f"inferred/local density, formula: {average_formula:.4f}")
print(f"film relative permittivity: {film_permittivity}")
print(f"bulk trap density g: {bulk_density:.3e} per m^3 per eV")
print(f"screening length: {screening_length:.3e} m")
print(f"thin film t: {thin:.1e} m, swing {S_thin:.4f} V/decade")
print(f"thin film inferred: {N_thin:.3e} per m^2 per eV")
print(f"thin film inferred/(g t): {thin_ratio:.4f}")
print(f"thick film t: {thick:.1e} m, swing {S_thick:.4f} V/decade")
print(f"thick film inferred: {N_thick:.3e} per m^2 per eV")
print(f"thick film inferred/(g t): {thick_ratio:.4f}")
print("finished without a failed check")
```

Output:

```
temperature: 300 K
given swing: 0.12 V/decade
oxide thickness: 1.0e-07 m
oxide relative permittivity: 3.9
elementary charge: 1.602177e-19 C
Boltzmann constant: 1.380649e-23 J/K
vacuum permittivity: 8.854188e-12 F/m
gate capacitance C_ox: 3.4531e-04 F/m^2
thermal voltage kT/q: 0.025852 V
trap-free swing: 0.05953 V/decade
factor m: 2.0159
C_ox/q: 2.1553e+15 per m^2 per V
trap capacitance q N_eff: 3.5081e-04 F/m^2
N_eff: 2.1896e+15 per m^2 per eV
N_eff converted: 2.190e+11 per cm^2 per eV
N_eff if swing 0.01 lower: 1.827e+15 per m^2 per eV
N_eff if swing 0.01 higher: 2.552e+15 per m^2 per eV
N_eff if T is 293 K: 2.293e+15 per m^2 per eV
model band edge: 0.7 eV; test u: 0.3 V
model band density: 1.0e+16 per m^2
gate voltage at test u: 0.6048 V
trapped charge, integral/linear law: 1.000000
simulated swing with N_eff: 0.12000 V/decade
simulated swing without traps: 0.05953 V/decade
true 5.0e+14, inferred 5.0004e+14 per m^2 per eV, swing 0.07334 V/decade
true 1.0e+15, inferred 1.0000e+15 per m^2 per eV, swing 0.08715 V/decade
true 5.0e+15, inferred 5.0000e+15 per m^2 per eV, swing 0.19762 V/decade
small drain voltage: 0.05 V (reference 1 V)
current ratio, simulated: 0.6169
current ratio, formula with m: 0.6169
current ratio, formula without m: 0.8554
limiting free density: 5.572e+13 per m^2
free density at test u: 1.907e+09 per m^2
inferred at 0.1 of limit: 2.402e+15 per m^2 per eV
exponential traps, E0: 0.1 eV
inferred/local density, simulated: 1.1164
inferred/local density, formula: 1.1190
film relative permittivity: 10.0
bulk trap density g: 1.095e+23 per m^3 per eV
screening length: 7.105e-08 m
thin film t: 2.0e-08 m, swing 0.1214 V/decade
thin film inferred: 2.239e+15 per m^2 per eV
thin film inferred/(g t): 1.0226
thick film t: 2.0e-07 m, swing 0.3023 V/decade
thick film inferred: 8.789e+15 per m^2 per eV
thick film inferred/(g t): 0.4014
finished without a failed check
```
